# The relativistic rise of energy loss and its density-effect saturation: verification in Python

```python
"""
Result under test: energy loss of a heavy point charge z at speed v = beta c,
  S = (z^2 wp^2 / 2 v^2) [F_L + F_T + F_C]            (atomic units)
  F_L = ln(2 v^2 Q1/I^2)            distant, longitudinal
  F_T = ln gamma^2 - beta^2 - delta distant, transverse
  F_C = ln(Wmax/Q1) - beta^2        close, Wmax = 2 c^2 beta^2 gamma^2
  delta -> 2 ln(beta gamma wp/I) - 1 for large gamma.
wp: plasma energy of all electrons; I: mean excitation energy from the loss
function Im(-1/eps); Q1: energy dividing distant from close collisions.
Energies are in eV and lengths in angstrom unless a comment says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

MC2 = const.m_e * const.c**2 / const.e
HBARC = const.hbar * const.c / const.e * 1e10
ALPHA = const.fine_structure

# Model insulator: strengths, resonance energies and widths
WP = 30.0
STRENGTH = (0.5, 0.3, 0.2)
RESONANCE = (12.0, 60.0, 600.0)
WIDTH = (3.0, 20.0, 200.0)
W_CUT = 1.0e4


def eta(omega, density=1.0):
    """eps - 1 at real or complex frequency."""
    return sum(density * WP**2 * f / (w * w - omega**2 - 1j * g * omega)
               for f, w, g in zip(STRENGTH, RESONANCE, WIDTH))


def beta2_of(gamma):
    return (gamma - 1) * (gamma + 1) / gamma**2


log_grid = np.linspace(np.log(1e-5), np.log(1e14), 400001)
STEP = log_grid[1] - log_grid[0]
OMEGA = np.exp(log_grid)


def weighted_mean(response, function, wp2):
    """(2/pi wp^2) * integral of omega * response * function d omega."""
    return 2 / (np.pi * wp2) * STEP * np.sum(OMEGA**2 * response * function)


def transverse_number(gamma, eta_values, wp2):
    """F_T by quadrature over real frequencies."""
    b2 = beta2_of(gamma)
    factor = 1 / gamma**2 - eta_values / (1 + eta_values)
    argument = 1 / gamma**2 - b2 * eta_values
    return weighted_mean((factor * np.log(argument)).imag, 1.0, wp2)


def delta_imaginary_axis(gamma):
    """Density effect from eps at imaginary frequencies."""
    b2 = beta2_of(gamma)
    target = 1 / (b2 * gamma**2)
    if eta(0.0).real <= target:
        return 0.0
    end = brentq(lambda u: eta(1j * np.exp(u)).real - target,
                 np.log(1e-9), np.log(1e9), xtol=1e-13)

    def integrand(u):
        y = np.exp(u)
        e = eta(1j * y).real
        return 2 / WP**2 * y**2 * (e / (1 + e) - 1 / gamma**2)
    return quad(integrand, np.log(1e-6), end, limit=400, epsabs=1e-10)[0]


# Test: Maxwell's equations solved as a linear system, units c = omega = 1
def maxwell_power(q, eps, beta):
    """Longitudinal and transverse -Re(v.E)/(4 pi) for a unit charge."""
    k_par = 1 / beta
    k = np.array([np.sqrt(max(q * q - k_par**2, 0.0)), 0.0, k_par])
    velocity = np.array([0.0, 0.0, beta])
    matrix = (q * q - eps) * np.eye(3) - np.outer(k, k)
    field = np.linalg.solve(matrix, 4j * np.pi * velocity)
    field_long = k * (k @ field) / (k @ k)
    return (-(velocity @ field_long).real / (4 * np.pi),
            -(velocity @ (field - field_long)).real / (4 * np.pi))


for energy, beta in ((10.0, 0.6), (20.0, 0.9), (700.0, 0.99)):
    eps = 1 + eta(energy)
    start = np.log(1 / beta)
    integral = quad(lambda u: np.exp(2 * u)
                    * maxwell_power(np.exp(u), eps, beta)[1],
                    start, start + np.log(1e4), limit=400, epsabs=1e-10)[0]
    closed = 0.5 * ((1 / eps - beta**2) * np.log(1 - beta**2 * eps)).imag
    assert abs(integral - closed) < 1e-6
    q_test = 2.3 / beta
    longitudinal = maxwell_power(q_test, eps, beta)[0]
    assert abs(longitudinal - (-1 / eps).imag / q_test**2) < 1e-10

# Test: Bethe sum rule for a bound electron in one dimension, atomic units
POINTS, BOX = 256, 40.0
x = (np.arange(POINTS) - POINTS // 2) * BOX / POINTS
k_grid = 2 * np.pi * np.fft.fftfreq(POINTS, BOX / POINTS)
waves = np.exp(1j * np.outer(x, k_grid)) / np.sqrt(POINTS)
hamiltonian = (waves * (k_grid**2 / 2)) @ waves.conj().T
hamiltonian = hamiltonian + np.diag(-3 * np.exp(-x**2))
levels, states = np.linalg.eigh(hamiltonian)
bethe_sums = []
for multiple in (2, 10, 40):
    q = 2 * np.pi * multiple / BOX
    amplitude = states.conj().T @ (np.exp(1j * q * x) * states[:, 0])
    total = np.sum((levels - levels[0]) * abs(amplitude)**2) / (q * q / 2)
    bethe_sums.append(total)
    assert abs(total - 1) < 1e-6

# Sum rules and mean excitation energies
eta_real = eta(OMEGA)
loss = (eta_real / (1 + eta_real)).imag
sum_loss = weighted_mean(loss, 1.0, WP**2)
sum_absorption = weighted_mean(eta_real.imag, 1.0, WP**2)
assert abs(sum_loss - 1) < 1e-6 and abs(sum_absorption - 1) < 1e-6
I_MEAN = np.exp(weighted_mean(loss, np.log(OMEGA), WP**2))
I_DILUTE = np.exp(weighted_mean(eta_real.imag, np.log(OMEGA), WP**2))
assert I_MEAN > WP

# Test: dilute medium, and dense medium below the threshold
thin = 1e-8
for gamma in (3.0, 10.0, 100.0):
    value = transverse_number(gamma, eta(OMEGA, thin), thin * WP**2)
    assert abs(value - (np.log(gamma**2) - beta2_of(gamma))) < 1e-4
dense_slow = transverse_number(1.05, eta_real, WP**2)
assert abs(dense_slow - (np.log(1.05**2) - beta2_of(1.05))) < 1e-6

# Test: the dilute logarithm grows only through small transverse wave numbers
T_SPLIT = 0.01


def window(gamma, low, high):
    """Integral over t = (k_perp v/omega)^2 of the dilute weight."""
    b2 = beta2_of(gamma)

    def weight(u):
        t = np.exp(u)
        return b2**2 * t * t / ((1 + t) * (t + gamma**-2)**2)
    return quad(weight, np.log(low), np.log(high), limit=400)[0]


windows = {}
for gamma in (1e3, 1e4):
    small = window(gamma, 1e-16, T_SPLIT)
    large = window(gamma, T_SPLIT, 1e9)
    windows[gamma] = (small, large)
    assert abs(small + large - np.log(gamma**2) + beta2_of(gamma)) < 1e-5
assert abs(windows[1e4][1] - windows[1e3][1]) < 1e-3
assert abs(windows[1e4][0] - windows[1e3][0] - np.log(100)) < 1e-3

# Test: a plasma has no transverse loss when its damping goes to zero
plasma = []
for damping in (1e-3 * WP, 1e-4 * WP):
    plasma_eta = -WP**2 / (OMEGA**2 + 1j * damping * OMEGA)
    plasma.append(transverse_number(100.0, plasma_eta, WP**2))
assert 0 < plasma[0] < 3e-3 and 0 < plasma[1] < 0.2 * plasma[0]


# Close collisions from Dirac spinors and a boost, units m = c = 1
def positive_spinors(momentum):
    sx = np.array([[0, 1], [1, 0]], complex)
    sz = np.array([[1, 0], [0, -1]], complex)
    sigma_p = momentum[0] * sx + momentum[1] * sz
    one = np.eye(2)
    dirac = np.block([[one, sigma_p], [sigma_p, -one]])
    return np.linalg.eigh(dirac)[1][:, 2:]


def close_number(gamma, w_low, w_high):
    """F_C for energy transfers between w_low and w_high (eV)."""
    b2 = beta2_of(gamma)
    p = gamma * np.sqrt(b2)
    incoming = positive_spinors((0.0, -p))

    def integrand(u):
        theta = np.exp(u)
        outgoing = positive_spinors((p * np.sin(theta), -p * np.cos(theta)))
        overlap = np.sum(abs(outgoing.conj().T @ incoming)**2) / 2
        q2 = 4 * p * p * np.sin(theta / 2)**2
        transfer = gamma * (gamma - np.sqrt(b2) * p * np.cos(theta)) - 1
        cross_section = 4 * gamma**2 / q2**2 * overlap
        return theta * np.sin(theta) * transfer * cross_section * b2
    w_max = 2 * MC2 * p * p
    ends = [np.log(2 * np.arcsin(np.sqrt(min(w / w_max, 1.0))))
            for w in (w_low, w_high)]
    return quad(integrand, *ends, limit=200, epsabs=1e-8, epsrel=1e-8)[0]


def full_number(gamma, delta):
    b2 = beta2_of(gamma)
    return 2 * (np.log(2 * MC2 * b2 * gamma**2 / I_MEAN) - b2) - delta


def restricted_number(gamma, delta):
    b2 = beta2_of(gamma)
    w_max = 2 * MC2 * b2 * gamma**2
    return (np.log(2 * MC2 * b2 * W_CUT / I_MEAN**2) + np.log(gamma**2)
            - b2 - delta - b2 * W_CUT / w_max)


# Test: the sum of independently computed parts, for two dividing energies
for gamma in (3.0, 100.0):
    b2 = beta2_of(gamma)
    w_max = 2 * MC2 * b2 * gamma**2
    delta = delta_imaginary_axis(gamma)
    f_t = transverse_number(gamma, eta_real, WP**2)
    for q1 in (4e3, 8e3):
        f_l = weighted_mean(loss, np.log(2 * MC2 * b2 * q1 / OMEGA**2), WP**2)
        tolerance = 1.1 * q1 / w_max + 1e-5  # neglected term is Q1/Wmax
        full = f_l + f_t + close_number(gamma, q1, w_max)
        assert abs(full - full_number(gamma, delta)) < tolerance
        part = f_l + f_t + close_number(gamma, q1, W_CUT)
        assert abs(part - restricted_number(gamma, delta)) < tolerance

# Worked example
PROBE = 3000.0
rows = []
for gamma in (1.05, 3.0, 10.0, 100.0, 1e3, 1e4):
    b2 = beta2_of(gamma)
    rise = np.log(gamma**2) - b2
    f_t = transverse_number(gamma, eta_real, WP**2)
    delta = delta_imaginary_axis(gamma)
    assert abs(rise - f_t - delta) < 1e-5 and f_t > 0
    limit = 2 * np.log(np.sqrt(b2) * gamma * WP / I_MEAN) - 1
    scale = ALPHA * WP**2 / (2 * b2 * HBARC)
    root = np.sqrt(1 / gamma**2 - b2 * eta(PROBE))
    length = np.sqrt(b2) * HBARC / PROBE
    rows.append((gamma, rise, delta, limit, f_t, gamma * length,
                 length / root.real, scale * full_number(gamma, delta),
                 scale * restricted_number(gamma, delta)))
last = rows[-1]
assert abs(last[2] - last[3]) < 1e-3
assert abs(last[4] - 2 * np.log(I_MEAN / WP)) < 1e-3
assert abs(last[6] * WP / HBARC - 1) < 0.03
plateau_number = np.log(2 * MC2 * W_CUT / WP**2)
plateau = ALPHA * WP**2 / (2 * HBARC) * plateau_number
assert abs(last[8] / plateau - 1) < 1e-3

print(f"plasma energy wp = {WP:.1f} eV")
for f, w, g in zip(STRENGTH, RESONANCE, WIDTH):
    print(f"oscillator: strength {f:.1f}, at {w:.0f} eV, width {g:.0f} eV")
print(f"electron rest energy = {MC2:.1f} eV")
print(f"hbar c = {HBARC:.3f} eV angstrom")
print(f"sum rule, loss function = {sum_loss:.6f}")
print(f"sum rule, absorption = {sum_absorption:.6f}")
print(f"I from loss function = {I_MEAN:.3f} eV")
print(f"I from absorption (dilute) = {I_DILUTE:.3f} eV")
eps_static = 1 + eta(0.0).real
beta_th = eps_static**-0.5
print(f"static eps = {eps_static:.4f}")
print(f"threshold beta = {beta_th:.4f}")
print(f"threshold gamma = {(1 - beta_th**2)**-0.5:.4f}")
print("Bethe sums at 3 wave numbers:", *[f"{s:.6f}" for s in bethe_sums])
print(f"dilute weight split at t = {T_SPLIT:.2f}")
for gamma, (small, large) in windows.items():
    print(f"gamma {gamma:.0f}: below {small:.4f}, above {large:.4f}")
print(f"plasma F_T, damping 0.001 wp, gamma 100 = {plasma[0]:.6f}")
print(f"plasma F_T, damping 0.0001 wp, gamma 100 = {plasma[1]:.6f}")
print("gamma | ln g^2-b^2 | delta | limit form | F_T  (no units)")
for r in rows:
    print(f"{r[0]:8.2f} {r[1]:9.4f} {r[2]:9.4f} {r[3]:9.4f} {r[4]:9.4f}")
print(f"limit of F_T, 2 ln(I/wp) = {2 * np.log(I_MEAN / WP):.4f}")
print(f"transverse range at {PROBE:.0f} eV, angstrom")
print("gamma | vacuum | medium")
for r in rows[2:]:
    print(f"{r[0]:8.0f} {r[5]:10.2f} {r[6]:10.2f}")
print(f"c/wp = {HBARC / WP:.2f} angstrom")
print(f"energy loss, z = 1, eV/angstrom; W_c = {W_CUT:.0f} eV")
print("gamma | full | restricted to W < W_c")
for r in rows:
    print(f"{r[0]:8.2f} {r[7]:10.6f} {r[8]:10.6f}")
print(f"plateau bracket ln(2 mc^2 W_c/wp^2) = {plateau_number:.4f}")
print(f"restricted plateau = {plateau:.6f} eV/angstrom")
print("success")
```

It prints:

```
plasma energy wp = 30.0 eV
oscillator: strength 0.5, at 12 eV, width 3 eV
oscillator: strength 0.3, at 60 eV, width 20 eV
oscillator: strength 0.2, at 600 eV, width 200 eV
electron rest energy = 510999.0 eV
hbar c = 1973.270 eV angstrom
sum rule, loss function = 1.000000
sum rule, absorption = 1.000000
I from loss function = 76.479 eV
I from absorption (dilute) = 52.447 eV
static eps = 4.2005
threshold beta = 0.4879
threshold gamma = 1.1456
Bethe sums at 3 wave numbers: 1.000000 1.000000 1.000000
dilute weight split at t = 0.01
gamma 1000: below 8.2006, above 4.6149
gamma 10000: below 12.8056, above 4.6151
plasma F_T, damping 0.001 wp, gamma 100 = 0.001550
plasma F_T, damping 0.0001 wp, gamma 100 = 0.000155
gamma | ln g^2-b^2 | delta | limit form | F_T  (no units)
    1.05    0.0046    0.0000   -5.1495    0.0046
    3.00    1.3083    0.5924   -0.7922    0.7159
   10.00    3.6152    2.2382    1.7235    1.3769
  100.00    8.2104    6.3772    6.3386    1.8333
 1000.00   12.8155   10.9471   10.9439    1.8684
10000.00   17.4207   15.5494   15.5490    1.8713
limit of F_T, 2 ln(I/wp) = 1.8716
transverse range at 3000 eV, angstrom
gamma | vacuum | medium
      10       6.54       6.51
     100      65.77      46.42
    1000     657.76      65.21
   10000    6577.57      65.53
c/wp = 65.78 angstrom
energy loss, z = 1, eV/angstrom; W_c = 10000 eV
gamma | full | restricted to W < W_c
    1.05   0.255228   0.214686
    3.00   0.038921   0.028027
   10.00   0.040297   0.026459
  100.00   0.048338   0.026973
 1000.00   0.056056   0.027029
10000.00   0.063724   0.027034
plateau bracket ln(2 mc^2 W_c/wp^2) = 16.2452
restricted plateau = 0.027034 eV/angstrom
success
```
